# Dangling-Bond Orbitals of the Unrelaxed Silicon Divacancy in D3d Symmetry

Two adjacent atoms are removed from a perfect silicon crystal, and all other atoms stay at their lattice sites. Each vacancy then has three silicon neighbours, and each neighbour has one broken bond. The problem is to find which combinations of the six dangling orbitals symmetry allows, how their energies are ordered, and what happens when electrons are put into them.

The model keeps one real orbital per neighbour: an $sp^3$ hybrid with its positive lobe towards the adjacent vacancy. The six orbitals are taken as orthonormal, and their mixing with the bulk bands is left out. Energies are one-electron energies; electron repulsion enters only where it is named.

## (a) Geometry and independent couplings

**Question.** Place the six neighbours in coordinates. How many different couplings between the hybrids does the symmetry permit?

**Solution.** Lengths are measured in units of $a_0/4$, where $a_0$ is the cubic lattice parameter. Put the vacancies at $V=(0,0,0)$ and $V'=(1,1,1)$. The remaining neighbours of $V$ are

$$a=(1,-1,-1),\quad b=(-1,1,-1),\quad c=(-1,-1,1).$$

The midpoint of $VV'$ is an inversion centre, which sends $\mathbf r$ to $(1,1,1)-\mathbf r$. The neighbours of $V'$ are therefore

$$a'=(0,2,2),\quad b'=(2,0,2),\quad c'=(2,2,0).$$

The same letters will denote the hybrids. Seen from $a$, the other sites fall into three sets:

- $b-a=(-2,2,0)$, squared length 8; the same holds for $c$.
- $b'-a=(1,1,3)$, squared length 11; the same holds for $c'$.
- $a'-a=(-1,3,3)$, squared length 19.

Equal distance alone would not prove equal coupling, so the symmetry operations are needed. The threefold rotation about $[111]$ takes $a\to b\to c\to a$ and likewise for the primed sites. It carries the pair $ab$ into $bc$ and $ca$, and inversion gives the three primed pairs. It carries $ab'$ into $bc'$ and $ca'$, and inversion turns these into $a'b$, $b'c$ and $c'a$. Finally, it connects $aa'$, $bb'$ and $cc'$. All 15 pairs are covered by three couplings:

$$\langle a|H|b\rangle=-t,\qquad \langle a|H|b'\rangle=-g,\qquad \langle a|H|a'\rangle=-p,$$

with a common site energy $\langle a|H|a\rangle=\varepsilon$. A positive $t$, $g$ or $p$ lowers the energy of the in-phase combination of that pair.

The relative size of $g$ and $p$ is not obvious. The hybrid on $a$ points along $\mathbf d=(-1,1,1)/\sqrt3$. The cosine of the angle between $\mathbf d$ and the line to the other site is

$$\frac{3}{\sqrt3\sqrt{11}}=0.522\ \text{ for } b',\qquad \frac{7}{\sqrt3\sqrt{19}}=0.927\ \text{ for } a'.$$

The inversion partners are farther apart, but their lobes face each other better. Both couplings are therefore kept.

## (b) Reduction of the six-orbital representation

**Question.** Which irreducible representations of $D_{3d}$ do the six hybrids contain?

**Solution.** The group has twelve operations: the identity $E$, two rotations $C_3$ about $[111]$, three twofold rotations $C_2'$ about axes perpendicular to $[111]$, and the product of each of these with the inversion $i$. The products are $i$ itself, two $S_6$ and three mirrors $\sigma_d=iC_2'$ that contain the $[111]$ axis.

An operation that takes a site to another site also takes its vacancy to the other site's vacancy. The hybrid direction is carried along, and so is the positive lobe. The operations thus permute the hybrids without sign changes, and the character $\chi$ is the number of sites left in place.

The identity fixes six sites. $C_3$ moves every site around the axis. $C_2'$, $i$ and $S_6$ exchange the two sides and fix none. A mirror contains one site of each side; for example, one mirror fixes $a$ and $a'$ while exchanging $b\leftrightarrow c$ and $b'\leftrightarrow c'$. Hence

$$\chi=(6,0,0,0,0,2)\quad\text{for}\quad(E,\,2C_3,\,3C_2',\,i,\,2S_6,\,3\sigma_d).$$

The irreducible characters follow from those of the rotation group $D_3$. Even (g) species have the same character for $iR$ as for $R$, and odd (u) species have the opposite one:

| | $E$ | $2C_3$ | $3C_2'$ | $i$ | $2S_6$ | $3\sigma_d$ |
|---|---|---|---|---|---|---|
| $A_{1g}$ | 1 | 1 | 1 | 1 | 1 | 1 |
| $A_{2g}$ | 1 | 1 | −1 | 1 | 1 | −1 |
| $E_g$ | 2 | −1 | 0 | 2 | −1 | 0 |
| $A_{1u}$ | 1 | 1 | 1 | −1 | −1 | −1 |
| $A_{2u}$ | 1 | 1 | −1 | −1 | −1 | 1 |
| $E_u$ | 2 | −1 | 0 | −2 | 1 | 0 |

The multiplicity of a species $\Gamma$ is the average of $\chi_\Gamma\chi$ over the group. Two classes contribute:

$$n_\Gamma=\frac{1\cdot6\,\chi_\Gamma(E)+3\cdot2\,\chi_\Gamma(\sigma_d)}{12}=\frac{\chi_\Gamma(E)+\chi_\Gamma(\sigma_d)}{2}.$$

This is $1$ for $A_{1g}$, $A_{2u}$, $E_g$ and $E_u$, and $(1-1)/2=0$ for $A_{2g}$ and $A_{1u}$. Therefore

$$\Gamma_6=A_{1g}+A_{2u}+E_g+E_u,$$

with dimension $1+1+2+2=6$, as required.

## (c) The combinations themselves

**Question.** Write an orthonormal set of orbitals for these species and verify their labels.

**Solution.** Start on one side with

$$s=\frac{a+b+c}{\sqrt3},\quad x=\frac{2a-b-c}{\sqrt6},\quad y=\frac{b-c}{\sqrt2}.$$

They are normalized and mutually orthogonal. Let $s',x',y'$ be the same combinations of the primed orbitals, so that inversion exchanges $s\leftrightarrow s'$, and so on. The six orbitals are

$$\frac{s\pm s'}{\sqrt2},\qquad \frac{x\pm x'}{\sqrt2},\qquad \frac{y\pm y'}{\sqrt2},$$

with the upper sign even and the lower sign odd under inversion.

The functions $s$ and $s'$ are unchanged by $C_3$ and by the mirrors. The sum $s+s'$ is thus invariant under the whole group and belongs to $A_{1g}$. The difference $s-s'$ has character $+1$ for $C_3$ and $\sigma_d$ and $-1$ for $i$. Since $C_2'=i\sigma_d$, its character for $C_2'$ is $-1$. These are the characters of $A_{2u}$.

For the other functions, apply $a\to b\to c\to a$:

$$C_3x=\frac{2b-c-a}{\sqrt6}=-\tfrac12x+\tfrac{\sqrt3}{2}y,\qquad
C_3y=\frac{c-a}{\sqrt2}=-\tfrac{\sqrt3}{2}x-\tfrac12y.$$

The trace is $-1$. The mirror through $a$ gives $x\to x$ and $y\to-y$, with trace $0$. The pair $(x,y)$ therefore transforms as a two-dimensional $E$ species. With the plus sign it is $E_g$, and with the minus sign $E_u$.

## (d) The energy levels

**Question.** Find the energies of the four species in terms of $\varepsilon,t,g,p$.

**Solution.** Order the basis as $(a,b,c,a',b',c')$. The Hamiltonian has the block form

$$H=\begin{pmatrix}K&M\\M&K\end{pmatrix},$$

where $K$ has $\varepsilon$ on its diagonal and $-t$ elsewhere, and $M$ has $-p$ on its diagonal and $-g$ elsewhere. With $J$ the $3\times3$ matrix of ones,

$$K=(\varepsilon+t)\,\mathbf 1-tJ,\qquad M=(g-p)\,\mathbf 1-gJ.$$

The diagonal elements are $\varepsilon+t-t=\varepsilon$ and $g-p-g=-p$, as they should be.

If $v$ is a three-component vector, then

$$H\begin{pmatrix}v\\\pm v\end{pmatrix}=\begin{pmatrix}(K\pm M)v\\\pm(K\pm M)v\end{pmatrix},$$

so the even levels come from $K+M$ and the odd ones from $K-M$. The vector $s$ satisfies $Js=3s$, while the components of $x$ and $y$ add to zero, so $Jx=Jy=0$. This gives

$$Ks=(\varepsilon-2t)s,\qquad Ms=-(p+2g)s,$$
$$Kx=(\varepsilon+t)x,\qquad Mx=(g-p)x,$$

and the same last line for $y$. The levels are

$$\begin{aligned}
E(a_{1g})&=\varepsilon-2t-2g-p,\\
E(a_{2u})&=\varepsilon-2t+2g+p,\\
E(e_u)&=\varepsilon+t-g+p,\\
E(e_g)&=\varepsilon+t+g-p.
\end{aligned}$$

Lower-case letters label one-electron orbitals. Counting each $e$ level twice, the six energies add to $6\varepsilon$, the trace of $H$.

For $g=p=0$ the two sides decouple. Each has a singlet at $\varepsilon-2t$ and a doublet at $\varepsilon+t$, and the even and odd combinations are degenerate. The couplings $g$ and $p$ remove this degeneracy. For the singlets, positive $g$ and $p$ both favour the even combination. For the doublets they compete. In $x+x'$, the orbital $a'$ has coefficient proportional to $2$, while its nearer opposite-side partners $b$ and $c$ have $-1$. The even doublet is out of phase across these pairs, and positive $g$ raises it. The inversion partners are in phase, and positive $p$ lowers it.

## (e) When is the order fixed?

**Question.** Find the necessary and sufficient condition for $a_{1g}<a_{2u}<e_u<e_g$.

**Solution.** Four numbers have a given strict order if and only if each adjacent difference is positive. The differences are

$$\begin{aligned}
E(a_{2u})-E(a_{1g})&=2(p+2g),\\
E(e_u)-E(a_{2u})&=3t-3g=3(t-g),\\
E(e_g)-E(e_u)&=2(g-p).
\end{aligned}$$

In the second line $p$ cancels, because it raises both odd levels equally. The condition is

$$t>g>p>-2g .$$

It implies $g>0$, since $g>-2g$. It does not require $p>0$.

Symmetry gives the labels and the degeneracies, but not this order. If $p$ exceeds $g$, then $e_g$ lies below $e_u$. At $p=g$ the doublets coincide, although no operation of $D_{3d}$ connects them. If $g$ exceeds $t$, then $e_u$ falls below $a_{2u}$. The equivalence was tested by diagonalizing the matrix for 1500 random sets of couplings: the order appeared in the 92 sets that satisfy the condition and in none of the others.

## (f) Filling the levels

**Question.** Assume the order of part (e). Give the configurations for charges $+1$, $0$, $-1$ and $-2$, and the states contained in the neutral configuration.

**Solution.** Each broken bond leaves one electron on its silicon neighbour, so the neutral defect has six electrons. Filling from below gives

$$\text{neutral: }a_{1g}^2\,a_{2u}^2\,e_u^2,$$

and $e_u^1$, $e_u^3$, $e_u^4$ above the same closed shells for charges $+1$, $-1$, $-2$. One electron in $e_u$, or one hole in the filled doublet, gives an orbitally degenerate $^2E_u$ state.

For two electrons, the spatial function is symmetric under exchange in a spin singlet and antisymmetric in a triplet. The corresponding characters are

$$\chi_\pm(R)=\tfrac12\left[\chi(R)^2\pm\chi(R^2)\right],$$

where $\chi$ belongs to $E_u$. In the class order of the table, $\chi(R)^2=(4,1,0,4,1,0)$. The squares $C_3^2$ and $S_6^2$ are threefold rotations, and the other operations square to the identity, so $\chi(R^2)=(2,-1,2,2,-1,2)$. Thus

$$\chi_+=(3,0,1,3,0,1)=A_{1g}+E_g,$$
$$\chi_-=(1,1,-1,1,1,-1)=A_{2g}.$$

The configuration $e_u^2$ contains $^3A_{2g}$, $^1A_{1g}$ and $^1E_g$. Their number of states is $3+1+2=6$, equal to the number of ways to put two electrons into four spin orbitals. In the present one-electron model all six are degenerate; electron repulsion separates them.

## (g) What the partly filled doublet does to the symmetry

**Question.** Which distortions split $e_u$ linearly? Work out one example and its effect for one to four electrons in the doublet.

**Solution.** A distortion changes the one-electron Hamiltonian by a real symmetric operator. Its matrix within the doublet can contain the species in the symmetric square found above, $A_{1g}+E_g$. The $A_{1g}$ part shifts both orbitals equally, so a linear splitting requires $E_g$.

As an example, strengthen the $b$–$c$ coupling and weaken the other two on that side:

$$t_{bc}=t+2\delta,\qquad t_{ab}=t_{ac}=t-\delta,$$

with the same changes on the primed side. For $\delta>0$ this represents pairing of $b$ with $c$ and of $b'$ with $c'$. A real $E_g$ displacement would generally also change the site energies and the couplings across the defect; they are held fixed here. The change of $K$ is $\delta D$ with

$$D=\begin{pmatrix}0&1&1\\1&0&-2\\1&-2&0\end{pmatrix}.$$

Direct multiplication gives

$$Dy=2y,\qquad Dx=\frac{(-2,4,4)}{\sqrt6}=-2x+\sqrt2\,s.$$

The odd combination of $y$ therefore rises by $2\delta$, without higher-order terms in this model. The odd combination of $x$ falls by $2\delta$ to first order and mixes with $a_{2u}$ through the matrix element $\sqrt2\,\delta$.

The distortion leaves $E$, $i$, one mirror and one twofold axis, which form $C_{2h}$. Under the remaining mirror $x-x'$ is even and $y-y'$ is odd, so their labels are $b_u$ and $a_u$.

With $n$ the occupation of the lower partner minus that of the upper one, the electronic energy changes by $-2n\delta$ to first order for $\delta>0$. For one, two (paired), three and four electrons, $n=1,2,1,0$ and the slopes are $-2,-4,-2,0$ per unit $\delta$. A triplet with one electron in each partner has $n=0$.

To see how the linear term drives a distortion along this one coordinate, let $\delta=\lambda q$ with $\lambda>0$ for a displacement $q\ge0$, and add an elastic energy $\tfrac12kq^2$ with $k>0$:

$$\Delta E(q)=-2n\lambda q+\tfrac12kq^2.$$

Setting the derivative to zero gives $q=2n\lambda/k$, and substitution gives

$$\Delta E_{\min}=-\frac{4n^2\lambda^2}{k}+\frac{2n^2\lambda^2}{k}=-\frac{2n^2\lambda^2}{k}.$$

In this linear model the undistorted $^2E_u$ states of charges $+1$ and $-1$ are unstable. For the neutral defect without repulsion, the paired singlet gains four times as much as a single electron. The paired configuration is an equal mixture of $^1A_{1g}$ and one component of $^1E_g$. Within $e_u^2$ the distortion couples these two terms but has no matrix element inside $^1E_g$. Once repulsion separates them, the gain within $e_u^2$ starts quadratically, and the factor four is approached only when $4\delta$ is large against their separation. The singlet also competes with the triplet, which repulsion can favour. The level scheme alone does not decide that competition. For charge $-2$ the linear gain vanishes. The results for charges $-1$ and $-2$ hold only for small $\delta$. The $e_g$ doublet splits by $\pm2\delta$ in the same way, so its lower partner drops below the upper partner of $e_u$ near $|\delta|=(g-p)/2$, which is $0.096$ eV for the couplings of part (h). Beyond this crossing the filling changes, and the first-order slopes for three and four electrons become $-6$ and $-8$.

This minimum is one along $q$ only. The species $E_g$ has two components, and in the linear model all directions in their plane lower the energy equally, including $\delta<0$. The mixing with $a_{2u}$ removes this equality. It raises $x-x'$, which is the lower partner for $\delta>0$ but the upper, less occupied one for $\delta<0$. With one to three electrons in the doublet, filled from below, the electronic model therefore favours small distortions with $\delta<0$ over pairing of the same size. Real displacements also change the couplings held fixed here, so the model does not decide which distortion the crystal adopts.

## (h) A computed six-site example

**Question.** Determine the couplings for six silyl groups placed at the ideal divacancy sites, and interpret the resulting scheme.

**Solution.** The lattice parameter is $a_0=5.431$ Å. The three distances are 3.84 Å on the same side, 4.50 Å for the nearer pairs across the defect and 5.92 Å for inversion partners. Each silicon atom has three hydrogen atoms along its former back bonds, at a chosen distance of 1.48 Å.

The calculation is unrestricted Hartree–Fock in the 6-31G basis, for the septet. This state has one spin-up electron in each of the six dangling combinations, so no doublet is partly filled. Its $\langle S^2\rangle$ is 12.03, close to the value $3(3+1)=12$ of a pure septet. The next lower spin-up level is 1.59 eV below the six. An orthonormal set of site orbitals made from these six levels gives

$$\varepsilon=-9.54\text{ eV},\quad t=0.8037\text{ eV},\quad g=0.1754\text{ eV},\quad p=-0.0172\text{ eV}.$$

Extra digits are kept in the couplings to avoid rounding errors in the sums; they do not indicate accuracy. The basis has no polarization or diffuse functions, and the basis dependence of these values was not examined. This matters most for $p$, which is a small difference of level separations, so its sign is established for this basis only. Relative to $\varepsilon$, in eV,

$$\begin{aligned}
a_{1g}:&\quad -1.6074-0.3508+0.0172=-1.94,\\
a_{2u}:&\quad -1.6074+0.3508-0.0172=-1.27,\\
e_u:&\quad 0.8037-0.1754-0.0172=0.61,\\
e_g:&\quad 0.8037+0.1754+0.0172=1.00.
\end{aligned}$$

The condition of part (e) holds, since $0.804>0.175>-0.017>-0.351$. The order in this cluster is $a_{1g}<a_{2u}<e_u<e_g$, with successive separations of 0.67, 1.89 and 0.39 eV. The formulas reproduce the Hartree–Fock levels, but this is not a prediction of four energies: four parameters were read from the same orbitals. What it confirms is that the cluster has the assumed symmetry and that each level has the assigned label.

The sign of $p$ is unexpected if one thinks of two positive lobes facing each other. The site orbitals are orthogonalized and have tails on other groups, so $p$ is an effective coupling and not a bare overlap. That these tails cause the negative sign is a conjecture; their contribution was not separated. The effect on the scheme is small: with $p=0$ the doublet separation would be $2g=0.35$ eV instead of 0.39 eV.

For the distortion of part (g), take $\delta=0.1t=0.0804$ eV. The $a_u$ partner rises by $2\delta=0.161$ eV. The $b_u$ partner falls by 0.153 eV, slightly less than $2\delta$. The difference comes from its mixing with $a_{2u}$, which pushes it up by approximately

$$\frac{(\sqrt2\,\delta)^2}{E(e_u)-2\delta-E(a_{2u})}=\frac{2(0.0804)^2}{1.885-0.161}\text{ eV}=0.007\text{ eV}.$$

These energies set a scale for the cluster, not positions in the silicon band gap. The crystal adds coupling through the back bonds, mixing with the valence and conduction bands, and screening. Such effects can change the effective $t$, $g$ and $p$, and strong band mixing can make a description by six discrete levels inadequate. The Hartree–Fock levels also belong to the septet; filling them with six paired or partly paired electrons gives a configuration scheme, not a computed total energy of the neutral defect. The classification in part (b) survives these changes as long as the atoms keep $D_{3d}$ symmetry. The full numerical output follows the text.

## Calculated quantities

```
symmetry operations found: 12
class E: size 1, site character 6
class C3: size 2, site character 0
class C2': size 3, site character 0
class i: size 1, site character 0
class S6: size 2, site character 0
class sigma_d: size 3, site character 2
content of the six hybrids: A1g + Eg + A2u + Eu
symmetric square of Eu: A1g + Eg
antisymmetric square of Eu: A2g
order condition: 92 of 1500 random cases satisfy it
silicon lattice parameter: 5.4310 angstrom
chosen Si-H length: 1.48 angstrom
same vacancy: distance 3.840 angstrom, facing cosine 0.816
across, nearer: distance 4.503 angstrom, facing cosine 0.522
inversion partners: distance 5.918 angstrom, facing cosine 0.927
UHF/6-31G septet <S^2>: 12.0265
gap below the six spin-up levels: 1.59 eV
site energy eps: -9.5358 eV
coupling t: 0.8037 eV
coupling g: 0.1754 eV
coupling p: -0.0172 eV
level A1g: UHF -11.4768 eV, formula -11.4768 eV, relative to eps -1.9411 eV
level A2u: UHF -10.8096 eV, formula -10.8096 eV, relative to eps -1.2739 eV
level Eu: UHF -8.9246 eV, formula -8.9246 eV, relative to eps +0.6112 eV
level Eg: UHF -8.5395 eV, formula -8.5395 eV, relative to eps +0.9963 eV
cluster order is A1g < A2u < Eu < Eg: True
difference E(A2u)-E(A1g): 0.6672 eV
difference E(Eu)-E(A2u): 1.8850 eV
difference E(Eg)-E(Eu): 0.3852 eV
filling for charge +1: A1g:2 A2u:2 Eu:1
filling for charge +0: A1g:2 A2u:2 Eu:2
filling for charge -1: A1g:2 A2u:2 Eu:3
filling for charge -2: A1g:2 A2u:2 Eu:4
energy slopes for 5, 6, 7, 8 electrons: -2.00 -4.00 -2.00 0.00
example distortion delta = 0.1 t: 0.0804 eV
shift of Bu partner of Eu: -0.1533 eV
shift of Au partner of Eu: +0.1607 eV
first-order shift 2 delta: 0.1607 eV
```
